# Why bilayer curvature peaks when the film is half the substrate thickness: a numerical check

```python
"""
Result under test: a film (thickness hf) on a substrate (thickness hs) with
equal biaxial moduli and misfit strain eps has curvature
    kappa = 6 eps hf hs / (hf + hs)^3,
which at fixed hs peaks at hf = hs/2 with kappa = 8 eps / (9 hs).
eps: elastic strain of the film on a rigid flat substrate, tension positive.
kappa > 0: concave towards the film. E: Young's modulus, nu: Poisson's ratio.
Independent road: numerical minimisation of the plane-stress laminate energy
with separate strains and curvatures along x and y.
Lengths are in micrometres, moduli in GPa, unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(4)


def laminate(hf, hs, eps, E_film, E_base, nu, cylinder=False, base_rise=0.0):
    """Return (ex, ey, kx, ky) of least energy; z = 0 at the interface.
    base_rise: extra elastic strain gained from bottom to top of the base,
    with zero mean. cylinder=True forces ky = 0."""
    stiffness = np.zeros((4, 4))
    load = np.zeros(4)
    for low, high, E in ((-hs, 0.0, E_base), (0.0, hf, E_film)):
        C = E / (1 - nu**2) * np.array([[1, nu], [nu, 1]])
        for g, w in zip(GAUSS_X, GAUSS_W):
            z = 0.5 * (low + high) + 0.5 * (high - low) * g
            weight = 0.5 * (high - low) * w
            initial = eps if z > 0 else base_rise * (z + hs / 2) / hs
            B = np.array([[1, 0, -z, 0], [0, 1, 0, -z]])
            stiffness += weight * B.T @ C @ B
            load -= weight * B.T @ C @ np.array([initial, initial])
    free = [0, 1, 2] if cylinder else [0, 1, 2, 3]
    result = np.zeros(4)
    result[free] = np.linalg.solve(stiffness[np.ix_(free, free)], load[free])
    return result


def best_film(hs, eps, E_film, E_base, nu, cylinder=False):
    """Film thickness of greatest curvature, found numerically."""
    found = minimize_scalar(
        lambda hf: -laminate(hf, hs, eps, E_film, E_base, nu, cylinder)[2] / eps,
        bounds=(0.05 * hs, 3 * hs), method="bounded",
        options={"xatol": 1e-9})
    return found.x


def kappa_formula(hf, hs, eps):
    return 6 * eps * hf * hs / (hf + hs)**3


# Rough typical values for a two-layer polysilicon cantilever
E, nu, hs, eps = 160.0, 0.22, 2.0, 5e-4
length, width, density = 200.0, 20.0, 2330.0
M = E / (1 - nu)

# Curvature formula and equal bending against the energy minimum
for ratio in np.logspace(-2, 2, 41):
    ex, ey, kx, ky = laminate(ratio * hs, hs, eps, E, E, nu)
    assert abs(kx / ky - 1) < 1e-7
    assert abs(kx / kappa_formula(ratio * hs, hs, eps) - 1) < 1e-7
    assert kx <= 8 * eps / (9 * hs) * (1 + 1e-9)

# Place and height of the maximum (flat peak limits the place to ~1e-7)
hf = best_film(hs, eps, E, E, nu)
state = laminate(hf, hs, eps, E, E, nu)
kappa = state[2]
assert abs(hf / hs - 0.5) < 1e-5
assert abs(kappa * hs / eps - 8 / 9) < 1e-9

# Algebraic bound that proves the maximum is global
x = sp.symbols("x", positive=True)
assert sp.expand(4 * (1 + x)**3 - 27 * x
                 - 4 * (x - sp.Rational(1, 2))**2 * (x + 4)) == 0

# Growth rate of curvature follows the strain at the free film surface
for trial in (0.3, 0.8, 1.7, 4.0):
    step = 1e-3
    slope = (laminate(trial + step, hs, eps, E, E, nu)[2]
             - laminate(trial - step, hs, eps, E, E, nu)[2]) / (2 * step)
    s = laminate(trial, hs, eps, E, E, nu)
    top = s[0] - s[2] * trial + eps
    r = trial / hs
    assert abs(top - eps * (1 - 2 * r) / (1 + r)**2) < 1e-9 * eps
    assert abs(slope - 6 * top / (trial + hs)**2) < 1e-4 * eps

# The unstressed-surface criterion also holds for unequal moduli
for factor in (0.5, 2.0):
    h_best = best_film(hs, eps, factor * E, E, nu)
    s = laminate(h_best, hs, eps, factor * E, E, nu)
    assert abs(s[0] - s[2] * h_best + eps) < 1e-5 * eps
    assert abs(h_best / hs - 0.5) > 0.02

# Elastic strains at the peak, from top to bottom, in units of eps
strains = np.array([state[0] - kappa * hf + eps, state[0] + eps,
                    state[0], state[0] + kappa * hs]) / eps
assert np.allclose(strains, [0, 4 / 9, -5 / 9, 1 / 3], atol=1e-5)

# Thin-film limit, fixed total thickness, and cylindrical bending
thin = 1e-4 * hs
assert abs(laminate(thin, hs, eps, E, E, nu)[2]
           / (6 * eps * thin / hs**2) - 1) < 1e-3
total = 3.0
fixed = minimize_scalar(
    lambda h: -laminate(h, total - h, eps, E, E, nu)[2] / eps,
    bounds=(0.1, 2.9), method="bounded", options={"xatol": 1e-9})
assert abs(fixed.x / total - 0.5) < 1e-5
assert abs(-fixed.fun * total - 1.5) < 1e-8
kappa_cyl = laminate(hf, hs, eps, E, E, nu, cylinder=True)[2]
assert abs(kappa_cyl / kappa - (1 + nu)) < 1e-8
assert abs(best_film(hs, eps, E, E, nu, cylinder=True) / hs - 0.5) < 1e-5

# Tip rise and sizes of neglected effects
h = hf + hs
rise = kappa * length**2 / 2
rise_arc = (1 - np.cos(kappa * length)) / kappa
kappa_grad = laminate(hf, hs, eps, E, E, nu, base_rise=0.1 * eps)[2]
root_extra = nu * kappa * width * (length - width / 2)
anchor_extra = eps * length
# Flattening: cross curvature stretches fibres by kx*ky*y^2/2 minus its mean
y = GAUSS_X * width / 2
bow = y**2 / 2
variance = np.sum(GAUSS_W * bow**2) / 2 - (np.sum(GAUSS_W * bow) / 2)**2
q = 12 * (1 - nu**2) / h**2 * kappa**2 * variance
flattened = brentq(lambda a: (1 + nu) * (a - 1) + q * a**3, 0, 1.1, xtol=1e-14)
# Weight: uniform load on a clamped strip, all in SI units
sag = (12 * density * constants.g * (length * 1e-6)**4
       / (8 * E * 1e9 * (h * 1e-6)**2))

print("INPUTS (rough typical polysilicon values)")
print(f"Young's modulus: {E:.0f} GPa; Poisson's ratio: {nu:.2f}")
print(f"biaxial modulus: {M:.1f} GPa")
print(f"base thickness: {hs:.1f} um; misfit strain: {eps:.1e}")
print(f"cantilever length: {length:.0f} um; width: {width:.0f} um")
print(f"density: {density:.0f} kg/m^3")
print("PEAK, from energy minimisation")
print(f"best film thickness: {hf:.4f} um; ratio to base: {hf/hs:.4f}")
print(f"kappa*hs/eps at peak: {kappa*hs/eps:.6f}; 8/9 = {8/9:.6f}")
print(f"peak curvature: {kappa*1e6:.1f} 1/m")
print(f"radius of curvature: {1e-3/kappa:.3f} mm")
print(f"tip rise kappa*L^2/2: {rise:.3f} um")
print(f"misfit stress M*eps: {M*eps*1e3:.1f} MPa")
places = ("film top", "film at interface", "base at interface", "base bottom")
for place, value in zip(places, strains):
    value = 0.0 if abs(value) < 1e-5 else value
    print(f"{place}: strain/eps {value:.4f}, stress {value*M*eps*1e3:.1f} MPa")
print("CURVATURE AGAINST FILM THICKNESS (energy minimum; Stoney)")
for trial in (0.1, 0.5, 0.8, 1.0, 1.2, 2.0, 4.0):
    k = laminate(trial, hs, eps, E, E, nu)[2]
    stoney = 6 * eps * trial / hs**2
    print(f"hf {trial:.1f} um: {k*1e6:.1f} 1/m; Stoney {stoney*1e6:.1f} 1/m; "
          f"fraction of peak {k/kappa:.4f}")
print(f"Stoney/true at peak: {6*eps*hf/hs**2/kappa:.4f}")
print("NEGLECTED EFFECTS")
for factor in (0.9, 1.1):
    h_best = best_film(hs, eps, factor * E, E, nu)
    k = laminate(h_best, hs, eps, factor * E, E, nu)[2]
    print(f"film modulus x{factor:.1f}: best hf {h_best:.3f} um, "
          f"peak curvature {100*(k/kappa-1):+.2f} %")
print(f"base strain gradient, 0.1 eps bottom to top: "
      f"curvature {100*(kappa_grad/kappa-1):+.2f} %")
print(f"cross curvature held flat over one width at anchor: "
      f"tip {root_extra:+.3f} um ({100*root_extra/rise:.1f} %)")
print(f"anchor rotation of order eps: tip about {anchor_extra:.2f} um "
      f"({100*anchor_extra/rise:.1f} %)")
print(f"flattening across width: curvature {100*(flattened-1):.4f} %")
print(f"end slope kappa*L: {kappa*length:.4f} rad; "
      f"arc against parabola: tip {100*(rise_arc/rise-1):.4f} %")
print(f"sag under own weight: {sag*1e9:.3f} nm")
print(f"fully cylindrical bending: curvature x{kappa_cyl/kappa:.3f}")
print("tests ok")
```

Running it gives:

```
INPUTS (rough typical polysilicon values)
Young's modulus: 160 GPa; Poisson's ratio: 0.22
biaxial modulus: 205.1 GPa
base thickness: 2.0 um; misfit strain: 5.0e-04
cantilever length: 200 um; width: 20 um
density: 2330 kg/m^3
PEAK, from energy minimisation
best film thickness: 1.0000 um; ratio to base: 0.5000
kappa*hs/eps at peak: 0.888889; 8/9 = 0.888889
peak curvature: 222.2 1/m
radius of curvature: 4.500 mm
tip rise kappa*L^2/2: 4.444 um
misfit stress M*eps: 102.6 MPa
film top: strain/eps 0.0000, stress 0.0 MPa
film at interface: strain/eps 0.4444, stress 45.6 MPa
base at interface: strain/eps -0.5556, stress -57.0 MPa
base bottom: strain/eps 0.3333, stress 34.2 MPa
CURVATURE AGAINST FILM THICKNESS (energy minimum; Stoney)
hf 0.1 um: 64.8 1/m; Stoney 75.0 1/m; fraction of peak 0.2915
hf 0.5 um: 192.0 1/m; Stoney 375.0 1/m; fraction of peak 0.8640
hf 0.8 um: 218.7 1/m; Stoney 600.0 1/m; fraction of peak 0.9840
hf 1.0 um: 222.2 1/m; Stoney 750.0 1/m; fraction of peak 1.0000
hf 1.2 um: 219.7 1/m; Stoney 900.0 1/m; fraction of peak 0.9888
hf 2.0 um: 187.5 1/m; Stoney 1500.0 1/m; fraction of peak 0.8437
hf 4.0 um: 111.1 1/m; Stoney 3000.0 1/m; fraction of peak 0.5000
Stoney/true at peak: 3.3750
NEGLECTED EFFECTS
film modulus x0.9: best hf 1.048 um, peak curvature -1.96 %
film modulus x1.1: best hf 0.958 um, peak curvature +1.76 %
base strain gradient, 0.1 eps bottom to top: curvature +3.33 %
cross curvature held flat over one width at anchor: tip +0.186 um (4.2 %)
anchor rotation of order eps: tip about 0.10 um (2.2 %)
flattening across width: curvature -0.0011 %
end slope kappa*L: 0.0444 rad; arc against parabola: tip -0.0165 %
sag under own weight: 0.038 nm
fully cylindrical bending: curvature x1.220
tests ok
```
